\section*{Strain dependence of ion migration barriers from elastic dipole tensors}

\section{What a scalar strain misses}

An ion hops between sites in a strained gate dielectric. Suppose that strain is allowed to enter the barrier through the volume change alone. For the model crystal treated below, with an in-plane film strain of $+1\,\%$, this recipe lowers the barrier by about $10$ meV, whether the ion hops through the film or within it. When the ion and its surroundings are relaxed in the strained crystal, the barrier falls by $56$ meV for a hop through the film and rises by $13$ meV for a hop within it. The scalar recipe misses most of the first shift and gets the sign of the second wrong.

The alternative of searching for a new saddle at every strain is correct but costly, and it does not show why direction matters. What is needed is the first derivative of the barrier with respect to all strain components, obtained from the unstrained crystal.

\section{One coordinate and one strain}

Let $q$ be the ion's coordinate and $\eta$ a small strain. Near a stationary point $a$, which may be the initial minimum $m$ or the saddle $s$, the energy to second order is
\begin{equation}
E=E_a+\tfrac12 k_a u^2-p_a\eta+c_a\eta u+\tfrac12 b_a\eta^2,
\qquad u=q-q_a .
\end{equation}
There is no term linear in $u$ alone, because $q_a$ is stationary at $\eta=0$. The curvature $k_a$ is positive at the minimum and negative at the saddle. The coupling $c_a$ moves the stationary point:
\begin{equation}
0=\frac{\partial E}{\partial u}=k_au+c_a\eta
\quad\Rightarrow\quad u=-\frac{c_a\eta}{k_a}.
\end{equation}
Inserting this displacement gives
\begin{align}
E_a(\eta)&=E_a-p_a\eta+\tfrac12b_a\eta^2
+\frac{c_a^2\eta^2}{2k_a}-\frac{c_a^2\eta^2}{k_a}\nonumber\\
&=E_a-p_a\eta+\tfrac12\Bigl(b_a-\frac{c_a^2}{k_a}\Bigr)\eta^2 .
\end{align}
The displacement is of first order in strain, but its effect on the energy is of second order. The barrier $E_b=E_s-E_m$ therefore changes by $-(p_s-p_m)\eta$ to first order.

Two limits show what relaxation does. For $|k_a|\to\infty$ the ion cannot move, and the quadratic coefficient is the frozen one, $b_a$. For $k_a\to0$ the coefficient diverges unless $c_a$ vanishes too. The stationary point is then close to a change in which it may disappear, merge with others or split, and the expansion fails.

\section{All coordinates and all strain components}

Take a periodic cell with material coordinates $X$, collected in one vector. A homogeneous strain carries each material position $\mathbf X$ to
\begin{equation}
\mathbf x=(1+\varepsilon)\mathbf X,\qquad \varepsilon_{ij}=\varepsilon_{ji},
\end{equation}
and the cell vectors change in the same way. The energy $E(X,\varepsilon)$ now separates the imposed strain from internal relaxation, which is a change of $X$. The electronic state is held fixed, the energy surface is assumed smooth, and no electric field acts.

Choose a strain path $\varepsilon=\eta D$ with a fixed symmetric matrix $D$. Along it a stationary state satisfies
\begin{equation}
\frac{\partial E}{\partial X}\bigl(X^a(\eta),\eta\bigr)=0 .
\label{stationary}
\end{equation}
Differentiation with respect to $\eta$ gives
\begin{equation}
H\frac{dX^a}{d\eta}+g=0,\qquad
H=\frac{\partial^2E}{\partial X\partial X},\qquad
g=\frac{\partial^2E}{\partial X\partial\eta}.
\label{response}
\end{equation}
Rigid translations are zero modes of $H$. They do no harm: the energy is unchanged by a translation at every $\eta$, so $g$ has no component along them, and one host atom can be held fixed. If $H$ has no other zero mode, it is invertible on the remaining coordinates. The implicit function theorem then supplies a smooth branch $X^a(\eta)$ near $\eta=0$. The eigenvalues of $H$ vary continuously, so for small enough strain none changes sign, and a first-order saddle remains one.

The energy along the branch has the derivative
\begin{equation}
\frac{dE^a}{d\eta}
=\frac{\partial E}{\partial\eta}
+\frac{\partial E}{\partial X}\cdot\frac{dX^a}{d\eta}
=\frac{\partial E}{\partial\eta}.
\label{envelope}
\end{equation}
The second term vanishes by Eq.~\eqref{stationary}. The argument uses stationarity and not minimality, so it holds at the saddle as well.

The elastic dipole tensor $P^a$ is the symmetric tensor defined by the part of the first-order energy change that is due to the defect:
\begin{equation}
E^a(\varepsilon)-E_{\rm host}(\varepsilon)
=E^a(0)-E_{\rm host}(0)-\sum_{ij}P^a_{ij}\varepsilon_{ij}+O(\varepsilon^2).
\label{dipole}
\end{equation}
With this sign, a defect that pushes its surroundings outward along an axis has a positive diagonal component for that axis, since stretching along it lowers the defect's energy. Writing Eq.~\eqref{dipole} for $s$ and for $m$ and subtracting removes the host energy, provided that both states use the same cell and composition:
\begin{equation}
\boxed{E_b(\varepsilon)=E_b(0)-\sum_{ij}\Delta P_{ij}\,\varepsilon_{ij}
+O(\varepsilon^2),\qquad \Delta P=P^s-P^m .}
\label{main}
\end{equation}
If the ion is charged, a strain-dependent shift of the potential reference adds the same energy, charge times shift, to both states. It cancels as long as the charge state is the same.

The sum runs over nine components. For a pure shear $\varepsilon_{xy}=\varepsilon_{yx}=\gamma$ the change is $-2\Delta P_{xy}\gamma$. For an isotropic strain $\varepsilon_{ij}=e\,\delta_{ij}$ it is $-e\,{\rm tr}\,\Delta P$. This is the one case in which the trace is sufficient for every $\Delta P$.

\section{The tensor from bond forces}

Let the energy be a sum of pair terms $\phi(r)$, where a bond with material vector $\mathbf D$ has the actual vector $\mathbf r=(1+\varepsilon)\mathbf D$. At fixed $X$,
\begin{equation}
d(r^2)=2\sum_i r_i\,dr_i=2\sum_{ij}r_i\,d\varepsilon_{ij}D_j
\quad\Rightarrow\quad
dr=\sum_{ij}\frac{r_iD_j}{r}\,d\varepsilon_{ij}.
\end{equation}
At zero strain $\mathbf D=\mathbf r$. If the perfect host is unstressed, it contributes no linear term, and
\begin{equation}
P_{ij}=-\sum_{\rm bonds}\phi'(r)\frac{r_ir_j}{r}.
\label{virial}
\end{equation}
The sum includes the host bonds deformed by the defect.

A rigid host with nearest-neighbour repulsion gives a useful limit. Put the ion at the centre of a square gate in the $yz$ plane, with four neighbours at distance $r$ along the diagonals and a repulsive force $f=-\phi'>0$. Each bond has $r_y^2=r_z^2=r^2/2$, so
\begin{equation}
P_{xx}=0,\qquad P_{yy}=P_{zz}=4f\,\frac{r^2/2}{r}=2fr .
\end{equation}
At the centre of a cube there are eight neighbours at distance $R$ with force $f'$, and $r_x^2=r_y^2=r_z^2=R^2/3$. Hence $P_{xx}=P_{yy}=P_{zz}=8f'R/3$. For a hop along $x$, from the cube through the gate, $\Delta P_{xx}$ is negative. The components in the gate plane are positive when $2fr>8f'R/3$. In a simple cubic host $r/R=\sqrt{2/3}$, so the force $f$ at the gate must exceed $1.63f'$. This requires a repulsion that falls off steeply enough between $r$ and $R$.

\section{A relaxed model crystal}

The host is a simple cubic lattice of spacing $0.26$ nm. Springs at their natural length join first neighbours ($250$ eV/nm$^2$) and second neighbours ($120$ eV/nm$^2$). One interstitial ion repels host atoms with energy $B e^{-r/\rho}$, where $B=250$ eV and $\rho=0.03$ nm. It hops nearly along $x$, from one cube centre to a minimum close to the centre of the next cube. Two host atoms, at opposite corners of the initial cube, repel it $1.4$ times as strongly; one of them also belongs to the gate. The periodic cell holds $125$ host atoms.

Newton iteration on all coordinates finds the stationary points. The Hessian has one negative eigenvalue at the saddle and none at the minima. The forward barrier is $0.853$ eV and the reverse barrier $0.905$ eV. Equation~\eqref{virial}, evaluated at the relaxed unstrained positions, gives in eV
\begin{center}
\begin{tabular}{lrrrrrr}
 & $xx$ & $yy$ & $zz$ & $yz$ & $xz$ & $xy$\\
$P^m$ & 2.700 & 2.700 & 2.700 & 0.191 & 0.191 & 0.191\\
$P^s$ & 0.199 & 4.980 & 4.980 & 0.246 & 0.010 & 0.010\\
$\Delta P$ & $-2.501$ & 2.280 & 2.280 & 0.055 & $-0.181$ & $-0.181$
\end{tabular}
\end{center}
The pattern of the rigid limit survives relaxation: the minimum pushes equally along the three axes, and the saddle pushes mainly in the gate plane. The equal shear components of $P^m$ reflect the threefold axis through the two strong corners.

\section{A film clamped in its plane}

Let the film have cubic axes, equal in-plane strains $\eta$ and a free surface. Zero normal stress requires
\begin{equation}
C_{11}\varepsilon_n+2C_{12}\eta=0
\quad\Rightarrow\quad
\varepsilon_n=-\kappa\eta,\qquad \kappa=\frac{2C_{12}}{C_{11}} .
\end{equation}
Second strain derivatives of the host energy give $C_{11}=301.9$ GPa and $C_{12}=73.9$ GPa, so $\kappa=0.490$.

For a hop through the film the normal is $x$ and the strain is $\eta\,{\rm diag}(-\kappa,1,1)$. Then
\begin{align}
\frac{dE_b}{d\eta}&=\kappa\Delta P_{xx}-\Delta P_{yy}-\Delta P_{zz}\nonumber\\
&=0.490(-2.501)-2.280-2.280=-5.785\ {\rm eV}.
\end{align}
For a hop in the plane, keep the hop along $x$ and let the normal be $z$. The strong sites keep their places relative to the hop. The strain is $\eta\,{\rm diag}(1,1,-\kappa)$, and
\begin{align}
\frac{dE_b}{d\eta}&=-\Delta P_{xx}-\Delta P_{yy}+\kappa\Delta P_{zz}\nonumber\\
&=2.501-2.280+0.490(2.280)=1.338\ {\rm eV}.
\end{align}
In the first case both sides of the gate are stretched. In the second, one side is stretched and the other shortened, while the length of the hop grows. The shear components of $\Delta P$ drop out because both strains are diagonal.

The volume recipe keeps the mean strain $(2-\kappa)\eta/3$. With ${\rm tr}\,\Delta P=2.059$ eV its slope is $-2.059\times1.510/3=-1.04$ eV for either hop, which is the $-10$ meV of the opening at $\eta=0.01$.

The reverse hop needs the dipole tensor of the final minimum, whose diagonal is $(2.589,2.588,2.588)$ eV. Through the film its slope is $0.490(0.199-2.589)-2(4.980-2.588)\approx-6.0$ eV. The forward and reverse slopes differ because strain also changes the energy difference between the two wells.

\section{Where the linear law bends}

The next order follows by differentiating Eq.~\eqref{envelope} once more along the branch and using Eq.~\eqref{response}:
\begin{equation}
\frac{d^2E^a}{d\eta^2}
=E^a_{\eta\eta}+g^{\rm T}\frac{dX^a}{d\eta}
=E^a_{\eta\eta}-g^{\rm T}H^{-1}g .
\end{equation}
With one coordinate this is $b_a-c_a^2/k_a$, as found at the start. The barrier's curvature is the saddle value minus the minimum value. For the hop through the film it is $58.1$ eV with frozen material coordinates and $30.9$ eV with relaxation. For the in-plane hop the values are $-9.8$ and $-10.9$ eV. These hold along the straight path $\varepsilon=\eta D$. The normal strain of a free surface also has a term of order $\eta^2$ ($-0.4906\,\%$ instead of $-0.4898\,\%$ at $\eta=0.01$), which changes the relaxed curvatures to $30.5$ and $-10.5$ eV and the shifts below by about $0.02$ meV. At $\eta=0.01$,
\begin{align}
\text{through: }&-57.85+\tfrac12(30.89)(0.01)^2\times10^3=-56.3\ {\rm meV},\\
\text{in plane: }&\phantom{-}13.38-\tfrac12(10.92)(0.01)^2\times10^3=12.8\ {\rm meV}.
\end{align}
Fresh Newton searches in the strained cell give $-56.3$ and $12.8$ meV. Relative to these, the linear law is too large in magnitude by about $3\,\%$ and $4\,\%$. The quadratic term reaches a tenth of the linear one at $\eta=0.2\,|{\rm slope}/{\rm curvature}|$, which is $3.7\,\%$ and $2.5\,\%$. These are estimates, since cubic terms are left out.

The lowest barrier is not linear even at small strain if saddles of equal energy compete. This happens in the model crystal: each face of the initial cube has one strong corner, and by symmetry the ion has six exits with equal barriers. The film strain of $1\,\%$ lowers two of these barriers by $56$ meV and raises the other four by $13$ meV. For two competing saddles, each branch is linear to first order, but the lowest barrier is
\begin{equation}
E_b(0)+\min(-\Delta P_1\!:\!\varepsilon,\,-\Delta P_2\!:\!\varepsilon),
\end{equation}
which has a kink at $\varepsilon=0$ if the two contractions differ. The total rate has no kink, because the rates of the two paths add and each varies smoothly with strain. With equal attempt frequencies, the path with the higher barrier carries $27\,\%$ of the hops when the barriers differ by $k_BT$, and $5\,\%$ when they differ by $3k_BT$. Equation~\eqref{main} applies to each branch separately. Here $A\!:\!B$ means $\sum_{ij}A_{ij}B_{ij}$.

\section{Prescribed stress instead of strain}

Let a uniform stress $\sigma$, positive in tension, act on a crystal of volume $V$. Neglecting the defect's own change of the elastic constants, state $a$ has
\begin{equation}
G^a=E^a(0)+\tfrac V2\,\varepsilon\!:\!C\!:\!\varepsilon
-(P^a+V\sigma)\!:\!\varepsilon .
\end{equation}
Minimizing over strain gives $\varepsilon=S\!:\!(\sigma+P^a/V)$ with $S=C^{-1}$. Substitution gives
\begin{equation}
G^a=E^a(0)-\tfrac V2\,\sigma\!:\!S\!:\!\sigma
-P^a\!:\!S\!:\!\sigma-\frac{P^a\!:\!S\!:\!P^a}{2V}.
\end{equation}
The second term cancels between saddle and minimum, and the last vanishes for large $V$. The barrier changes by $-\Delta P\!:\!S\!:\!\sigma$, which is Eq.~\eqref{main} with the host strain $S\!:\!\sigma$.

For hydrostatic pressure $p$ in a cubic crystal, $S\!:\!\sigma=-p\,\mathbf 1/(C_{11}+2C_{12})$. The barrier rises by $p\,\Omega$, with
\begin{equation}
\Omega=\frac{{\rm tr}\,\Delta P}{C_{11}+2C_{12}}
=\frac{2.059\ {\rm eV}}{449.7\ {\rm GPa}}
=7.3\times10^{-4}\ {\rm nm^3}.
\end{equation}
In this activation volume the negative $\Delta P_{xx}$ cancels about half of the sum $\Delta P_{yy}+\Delta P_{zz}$. The trace alone therefore says little about the response to a film strain.

\section{From barrier to hopping rate}

In harmonic transition-state theory the rate is $\nu e^{-E_b/k_BT}$. At $400$ K, $k_BT=34.5$ meV, and the relaxed barrier shifts multiply the rate by $5.12$ through the film and by $0.689$ in the plane. The attempt frequency $\nu$ is the product of the vibrational frequencies at the minimum divided by the product of the stable ones at the saddle. Diagonalizing the mass-weighted Hessians, with masses of $16$ u for the ion and $70$ u for host atoms, gives factors of $0.980$ and $0.957$ for the change of $\nu$. The total factors are $5.02$ and $0.66$. For the in-plane hop the change of $\nu$ acts like a further barrier rise of $-k_BT\ln0.957=1.5$ meV, more than the quadratic correction of $0.5$ meV.

Other effects can be sized for the hop through the film:
\begin{itemize}
\item A field of $1$ MV/cm along the hop, acting on a charge of magnitude $2e$ over the $0.130$ nm to the saddle, changes the barrier by $26$ meV. If the hop length shrinks in proportion to the normal strain of $-0.49\,\%$, this changes by $0.13$ meV. The local field is taken equal to the applied one.
\item Free isotropic expansion of $6\times10^{-6}$ K$^{-1}$ over $100$ K shifts the barrier by $-2.059\times6\times10^{-4}$ eV, or $-1.2$ meV. A clamped film behaves differently. If the substrate does not expand at all, only the normal strain changes, by $(1+\kappa)\times6\times10^{-4}$, and the barrier rises by $2.501\times1.490\times6\times10^{-4}$ eV, or $2.2$ meV.
\item The tunnelling crossover $\hbar|\omega_s|/(2\pi k_B)$, with $\omega_s$ the unstable frequency at the saddle, is $47$ K, far below the temperature of use.
\item Cells of $64$, $125$ and $216$ host atoms give slopes of $-5.834$, $-5.785$ and $-5.763$ eV through the film. A straight line in the inverse number of host atoms extrapolates to about $-5.73$ eV, so the quoted slope is about $1\,\%$ too large in magnitude. The same extrapolation lowers the forward barrier from $0.853$ to $0.848$ eV, raises the in-plane slope from $1.338$ to about $1.35$ eV, and lowers ${\rm tr}\,\Delta P$ from $2.059$ to about $2.00$ eV and $\Omega$ from $7.3$ to $7.1\times10^{-4}$ nm$^3$. The attempt-frequency factors change by less than $0.001$ with cell size.
\end{itemize}

\section{The model beside a hafnium-oxide gate film}

The spacing, the stiffness of a few hundred GPa and the barrier below $1$ eV are meant only as plausible magnitudes for an oxygen ion in hafnium oxide, where the barrier depends on the type of defect and its charge state. The lattice and the forces are not those of the oxide. The strain is on the high side. It corresponds to an in-plane stress of $(C_{11}+C_{12}-2C_{12}^2/C_{11})\eta=3.4$ GPa. At $1$ GPa the linear shift through the film would be $-17$ meV, and the barrier factor at $400$ K about $1.6$. Real films are often polycrystalline or amorphous, which breaks the assumption of one hop direction. If $\Delta P$ is averaged over all orientations at the same film strain, it becomes $({\rm tr}\,\Delta P/3)\mathbf 1$, and the mean shift at $1\,\%$ drops from $-58$ to $-10$ meV. This takes the same normal strain in every grain. In the elastically anisotropic model host the normal strain depends on the grain's orientation, and for grains clamped in plane with a free surface the mean shift is about $-9$ meV. The mean barrier does not fix the ionic current, which depends on how easy and hard hops are connected. The model also omits long-range Coulomb forces, electronic polarization and changes of charge state. These can alter $\Delta P$ itself, by an amount that this model cannot supply. Without an electric field, Eq.~\eqref{main} still gives the first-order shift with a tensor computed from a better energy surface, as long as the charge state stays fixed and the strain is that of the region around the ion.
